The Cubic Law of Thermal Boundary Conductance for Debye Phonons

In a thermal model of a cryogenic chip, an interface between two materials can be entered as a resistance. Before any number is entered, one decision has to be made: can a value found at one temperature be carried to another, and if so, how? For phonons with linear dispersion and frequency-independent transmission the conductance goes as T³. Cooling from 4 K to 1 K then multiplies the interface resistance by 64, so a constant entered at 4 K would be badly wrong at 1 K. The prefactor sets the size of this resistance, which has to be compared with the other resistances in the heat path to see whether the interface matters.

**1. One branch, everything transmitted**

Take a plane interface with normal along z. Phonons of a single branch, with ω = vk and the same speed v in all directions, arrive from side 1. Their occupation is that of equilibrium at temperature T,

n(ω,T) = 1/[exp(ħω/kT) − 1],

where the k beside T is Boltzmann's constant; elsewhere k is a wavenumber. For the moment every arriving phonon crosses.

A large volume V contains V/(2π)³ modes per unit volume of wavevector space. A shell of radius k and thickness dk has volume 4πk²dk, so there are k²dk/(2π²) modes per unit real volume. With k = ω/v and dk = dω/v, the density per unit frequency is

D(ω) = ω²/(2π²v³).

Let μ = cos θ, with θ the angle between the wavevector and the normal. The fraction of directions in dμ is dμ/2, because μ runs uniformly from −1 to 1 over the sphere. Phonons with μ > 0 approach the interface with normal velocity vμ. The energy flux onto the interface is therefore

q = ∫₀^∞ dω ħω D n ∫₀¹ (dμ/2) vμ = (v/4) ∫₀^∞ ħω D n dω.

One half of the factor 1/4 comes from the fraction of directions, the other from ∫₀¹ μ dμ = 1/2. Inserting D, one power of v cancels:

q = [ħ/(8π²v²)] ∫₀^∞ ω³ n dω.

This cancellation is the origin of the inverse-square law. A slow branch has more modes per volume, in proportion to v⁻³, but each carries its energy to the interface more slowly, in proportion to v.

Now set x = ħω/kT. Then ω³dω = (kT/ħ)⁴x³dx, and the remaining number is

I₃ = ∫₀^∞ x³/(eˣ − 1) dx.

For x > 0, 1/(eˣ − 1) is the geometric series e⁻ˣ + e⁻²ˣ + …, and ∫₀^∞ x³e⁻ⁿˣdx = 6/n⁴. Hence I₃ = 6 Σ 1/n⁴. The sum follows from the product

sin(πz)/(πz) = Π (1 − z²/n²), n = 1, 2, 3, …

The logarithm of the right side is −z²Σ1/n² − (z⁴/2)Σ1/n⁴ − …. The left side is 1 − π²z²/6 + π⁴z⁴/120 − …, and the z⁴ term of its logarithm is π⁴/120 − (π²/6)²/2 = π⁴/120 − π⁴/72 = −π⁴/180. Comparing the z⁴ terms gives Σ1/n⁴ = π⁴/90, so

I₃ = π⁴/15 ≈ 6.494.

Numerical quadrature gives the same value. The flux becomes

q = [ħ/(8π²v²)] (kT/ħ)⁴ (π⁴/15) = π²k⁴T⁴/(120ħ³v²).

If the other side is held at a slightly different temperature and sends back a flux of the same form, the net flux per unit temperature difference is

h = dq/dT = π²k⁴T³/(30ħ³v²).

Limit test: photons in vacuum have two polarizations and speed c. Twice the one-branch flux is π²k⁴T⁴/(60ħ³c²), which is the Stefan–Boltzmann law with its usual constant. The prefactor and the factor 1/4 both pass.

**2. Three branches and partial transmission**

A solid has one longitudinal branch L and two transverse branches T. Let α_j(μ) be the fraction of the energy of an arriving phonon of branch j that crosses, summed over all outgoing branches. It may depend on angle and branch, but not on frequency or temperature. Scattering is elastic, so the frequency is unchanged.

The angular integral of section 1 is replaced by

∫₀¹ (dμ/2) v_jμ α_j(μ) = v_j t_j/4, with t_j = 2∫₀¹ μ α_j(μ) dμ.

The factor 2 makes t_j = 1 when α_j = 1. Thus t_j is the transmission averaged over arriving flux, and it lies between 0 and 1. Since α_j does not depend on ω, the frequency integral is untouched, and the branches add:

q₁→₂ = [π²k⁴/(120ħ³)] T₁⁴ Σ_j t_j/v_j².

The sum runs over the branches of side 1. Side 2 sends a flux of the same form, with T₂ and with its own speeds and transmissions. The two coefficients are not independent. At T₁ = T₂ the net heat flow must vanish, which requires

Σ(side 1) t_j/v_j² = Σ(side 2) t_j/v_j².

The net flux is then

q = [π²k⁴/(120ħ³)] (T₁⁴ − T₂⁴) Σ_j t_j/v_j².

Write the mean temperature as T and the difference as Δ. Expanding (T + Δ/2)⁴ − (T − Δ/2)⁴, the even powers of Δ cancel and

T₁⁴ − T₂⁴ = 4T³Δ + TΔ³.

The second term is smaller than the first by Δ²/(4T²). For Δ much smaller than T, the conductance h = q/Δ is

h = [π²k⁴/(30ħ³)] T³ Σ_j t_j/v_j².

This is the cubic law. At given transmissions each branch enters with weight 1/v_j².

The angular average and the branch weights were tested by a direct sum over discrete wavevectors, without the density of states or the Bose integral. The speeds were 9000 m/s for L and 5300 m/s for T, with α_L = 0.3 + 0.5μ and α_T = 0.2 + 0.6μ². By the definition above, t_L = 0.3 + 2(0.5)/3 = 19/30 and t_T = 0.2 + 2(0.6)/4 = 1/2. The sum used 150 points along each positive wavevector axis. The conductance came from the change of flux between temperatures 0.01 K above and below 4 K, and likewise at 5 K. The largest relative deviation from the formula was 3.7×10⁻⁴. Between these temperatures the transverse branch gave an exponent of 2.9998.

**3. What makes the law cubic**

Suppose instead that α_j is proportional to ω^s. The frequency integral then contains ω^(3+s) n dω, which scales as T^(4+s), and its temperature derivative scales as T^(3+s). For s = 2 the conductance goes as T⁵; numerical integration gives an exponent of 5.0000. The cubic law therefore rests on constant transmission as much as on the density of modes.

Constant transmission is reasonable for a sharp, firmly joined interface and long waves. Let each wave have the form exp[iω(px + qz − t)], where p and q are here the components of 1/v along and normal to the interface. Displacement and traction must be continuous. Displacement contains no extra power of ω. Traction is built from first derivatives of displacement, so every traction term has one common factor iω, which cancels. The wave amplitudes then depend on p, the speeds and the densities, but not on ω. A soft layer between the solids adds a phase proportional to ω times its thickness. If it is thin enough to be described by a stiffness alone, that stiffness relates traction to a jump in displacement, and the factor iω remains. In both cases transmission can depend on frequency.

**4. Closing the formula: diffuse scattering**

The cubic law needs values of t_j. The diffuse mismatch model supplies them by assuming that a phonon forgets its side, branch and direction when it scatters at the interface. Each side then has one transmission, t₁ or t₂, common to its branches and angles. Define

S₁ = Σ(side 1) 1/v_j², S₂ = Σ(side 2) 1/v_j².

Loss of memory means that the chance of leaving into side 2 is the same for phonons from either side. From side 1 that chance is t₁; from side 2 it is the chance of returning, 1 − t₂. So

t₁ = 1 − t₂.

The balance condition of section 2 reads t₁S₁ = t₂S₂. Substituting t₂ = 1 − t₁ gives t₁S₁ = S₂ − t₁S₂, hence

t₁ = S₂/(S₁ + S₂), t₂ = S₁/(S₁ + S₂),

and

h = [π²k⁴/(30ħ³)] T³ S₁S₂/(S₁ + S₂).

The result is symmetric in the two sides, as it must be. It also shows how the phrase "inverse-square weighting" has to be read. At fixed t_j, h is linear in 1/v_j². Here a change of speed alters the transmission too. From ln h = ln S₁ + ln S₂ − ln(S₁ + S₂) + constant,

d ln h/d ln S₁ = 1 − S₁/(S₁ + S₂) = t₁.

A small fractional change of S₁ changes h by only the fraction t₁ of it.

Two limits are useful. If S₂ is much smaller than S₁, then h is set by S₂: the side with fewer channels is the bottleneck. If S₁ = S₂, then t₁ = 1/2 even for two identical solids. That is correct for a plane that scatters completely diffusely, but not for a perfect joint, which transmits everything. The model describes a scattering interface and cannot describe the absence of one.

The closure can be illustrated with random unitary matrices, which conserve energy and mix all channels without preference. With 84 channels on one side and 57 on the other, close to the ratio of S for the silicon and sapphire used below, the average over 20 matrices gave a transmission of 0.403 from the larger side. For these channel numbers the formula gives 57/141 = 0.404. Equal mixing is built into these matrices, so the agreement checks the channel counting; it does not show that a real interface loses memory.

**5. Which temperatures?**

T₁ and T₂ describe phonons travelling towards the interface. Close to the interface, half of the modes on each side travel away from it, and their occupation is different. A local temperature based on energy density therefore differs from the arriving one.

Let n₁ and n₂ be the arriving occupations at some frequency. The channels leaving into side 1 are fed by reflection from side 1 and transmission from side 2. In the diffuse model all of them receive the same occupation m₁, with

S₁m₁ = S₁(1 − t₁)n₁ + S₂t₂n₂.

Because S₂t₂ = S₁t₁, this becomes m₁ = (1 − t₁)n₁ + t₁n₂. In the same way m₂ = (1 − t₂)n₂ + t₂n₁. The mean of arriving and leaving occupations is

side 1: (n₁ + m₁)/2 = n₁ − t₁(n₁ − n₂)/2,
side 2: (n₂ + m₂)/2 = n₂ + t₂(n₁ − n₂)/2.

Their difference is

[1 − (t₁ + t₂)/2](n₁ − n₂).

For small differences, occupation is linear in temperature, so the same factor relates the temperature jumps. Diffuse scattering has t₁ + t₂ = 1 and the factor is 1/2. The random matrices of section 4 gave 0.501. If the arriving phonons have the same occupation in all directions, as assumed here, a conductance defined by the local jump is thus twice the h derived above, for the same heat flux. Scattering inside the solids near the interface makes the arriving occupation depend on direction, and the factor of two is then only approximate.

A perfect joint between identical solids has t₁ = t₂ = 1, and the factor vanishes: there is no local jump. The finite h that remains for arriving-phonon temperatures expresses the limited number of phonon channels, not a defect at the joint. A quoted conductance can be used only together with its definition of temperature.

**6. Silicon on sapphire at 4 K**

The example is a 100 nm silicon film on sapphire, with silicon as side 1. The model inputs are sound speeds of 9000 m/s (L) and 5300 m/s (T) in silicon, and 10900 m/s (L) and 6400 m/s (T) in sapphire. They are chosen near typical values. Here and below, no material input should be read as measured data to more than two figures; further digits only fix the calculation. Then

S₁ = 1/9000² + 2/5300² = 8.35×10⁻⁸ s²/m²,
S₂ = 1/10900² + 2/6400² = 5.72×10⁻⁸ s²/m².

In silicon each transverse branch has (9000/5300)² = 2.88 times the weight of the longitudinal one. The longitudinal branch supplies 14.8 % of S₁, and the two transverse branches supply the rest. An error in the transverse speed therefore matters much more than an equal relative error in the longitudinal speed.

The diffuse transmission from silicon is

t₁ = 5.72/(8.35 + 5.72) = 0.407.

With π²k⁴/(30ħ³) = 1.019×10¹⁰ W/(s² K⁴),

h/T³ = 1.019×10¹⁰ × 0.407 × 8.35×10⁻⁸ ≈ 346 W/(m² K⁴).

At 4 K, T³ = 64 K³, so

h ≈ 2.2×10⁴ W/(m² K), or a resistance 1/h ≈ 45 K mm²/W.

A heat flux of 1 mW/mm² gives a difference of about 45 mK between the arriving-phonon temperatures. If the sapphire phonons are at 4 K, the full T⁴ law gives 44.4 mK against 45.1 mK from h taken at 4 K. The linear estimate is 1.7 % too high, because the conductance rises towards the warmer side. For this flux the linear law is good enough.

**7. A second closure: a welded interface**

Diffuse scattering is one assumption about the joint. The opposite one is a flat, perfectly welded interface at which waves obey the continuity conditions of section 3. With p = sin θ/v_j, the magnitudes satisfy μdμ = sin θ cos θ dθ = v_j²p dp, so

Σ_j t_j/v_j² = 2 ∫ p Σ_j α_j(p) dp,

where each branch contributes up to p = 1/v_j. All branches are now counted on one common scale, and the speed weighting sits in the range of p that each can fill.

The continuity equations were solved for isotropic silicon and sapphire with rough densities of 2330 and 3980 kg/m³, including conversion between L and T waves. Reflected and transmitted energy added up to the incident energy within 10⁻¹⁴. The integral from silicon to sapphire agreed with the reverse one within the required 10⁻⁷, which tests the balance condition of section 2 in a case where the transmissions depend strongly on angle and branch.

The mean transmission from silicon is 0.597, and h at 4 K is 3.3×10⁴ W/(m² K), or 1.47 times the diffuse value. The T³ law is the same; the prefactor is not.

There is also an upper limit for any elastic interface within this Debye model. Since no t_j exceeds 1 on either side, the balanced sum cannot exceed the smaller of S₁ and S₂. Here that is S₂, and the limit at 4 K is

1.019×10¹⁰ × 64 × 5.72×10⁻⁸ ≈ 3.7×10⁴ W/(m² K).

The welded interface reaches about 87 % of it. Better bonding of these two solids can therefore gain little beyond the welded value, if temperatures are defined by arriving phonons.

**8. Where the cubic law ends**

On warming, shorter waves take part and ω = vk fails. For a general isotropic branch the number of modes per frequency is k²/(2π²) times dk/dω, and the energy travels at the group velocity dω/dk. These derivatives cancel, so the weight 1/v² is replaced by (k/ω)², with k taken at frequency ω.

As a model for the transverse branches of silicon, take ω = ω_e sin(vk/ω_e), with a highest frequency ω_e/2π = 4.5 THz, roughly the transverse zone-edge frequency. This branch ends at k = πω_e/(2v) = 8.4×10⁹ m⁻¹, short of the real zone edge, and holds only about 40 % of the modes of a branch, so it models the onset of dispersion and no more. Then k = (ω_e/v) arcsin(ω/ω_e). For small y = ω/ω_e, arcsin y ≈ y + y³/6, and

(k/ω)² ≈ (1/v²)(1 + y²/3).

At low temperature the correction is positive, since slower waves at a given frequency have more channels. It grows as T² at first, because typical frequencies are proportional to T. At fixed transmission the full integral gives +0.3 % at 4 K, +2.2 % at 10 K and +8.5 % at 20 K for the transverse contribution. The figure at 20 K is already reduced by the end of the branch, where ħω_e divided by Boltzmann's constant is 216 K; a little above 30 K this loss wins and the change turns negative. In a diffuse model the transmission would respond as well, so these are not the final changes of h.

A sharp Debye cutoff acts the other way, by removing modes. It keeps one mode per branch for each primitive cell. Silicon has four such cells in a cube of side a = 0.543 nm, so the cutoff wavenumber k_D obeys k_D³/(6π²) = 4/a³, which gives k_D = 1.14×10¹⁰ m⁻¹. For the transverse branches, ħvk_D divided by Boltzmann's constant is 461 K, and the cutoff removes 5 % of the conductance integral at about 51 K. In these two models dispersion is thus noticeable well before the cutoff. At 4 K neither matters beside the choice between diffuse and welded scattering.

**9. The model beside a real chip**

Silicon-on-sapphire is a real chip technology, and a film of about 100 nm is a reasonable size for it. The heat flux is a round value, not one taken from a device. The real interface joins different crystal lattices and has defects nearby, so neither perfect welding nor complete loss of memory is assured. Diffuse scattering needs irregularities that are not much smaller than the phonon wavelength, which is tens of nanometres here. A smooth, well-bonded interface therefore lies closer to the welded value, the more so on cooling. Between the two limits the specular share depends on frequency, and h/T³ is then not constant. Replacing diffuse by welded scattering raises h by 47 %; this measures the sensitivity to the closure and is not an error bar for a real film.

The crystal anisotropy of silicon is a smaller matter here. A calculation for a (001) silicon surface with rough elastic constants C₁₁ = 166, C₁₂ = 64 and C₄₄ = 80 GPa replaces S₁ by 7.99×10⁻⁸ s²/m² and lowers the diffuse h by 1.8 %. This change also contains any mismatch between the rough constants and the rough isotropic speeds. The anisotropy of sapphire is left out.

The film thickness needs more care. The integrand of the conductance, x⁴eˣ/(eˣ − 1)², peaks at x = 3.83. In silicon at 4 K this corresponds to a transverse wavelength of 16.6 nm, one sixth of the film thickness. The longitudinal wavelength is 28 nm. Treating the film's modes as those of a bulk solid is therefore plausible at 4 K but not perfect. At 1 K the wavelengths are 66 nm and 113 nm, comparable with the film, and the bulk count of modes behind the T³ law is no longer safe. A harder question is whether phonons reach equilibrium within so thin a film. In pure crystalline silicon at 4 K, the distance between scattering events in the bulk is far longer than 100 nm, so equilibrium within the film cannot be taken for granted. Without it, T₁ is no longer a property of the film alone, and the way heat is released must be included. The effect on the heat flow has not been calculated here. The factor of two in section 5 shows how much a change in the meaning of temperature can matter even when the heat flux is the same.

For a silicon–sapphire interface in a chip model near 4 K, this supports entering h = AT³ with A ≈ 350 W/(m² K⁴) as a diffuse estimate, provided that the phonons arriving from each side can be described by a temperature. Repeating the run with A larger by half shows whether a welded joint, the likelier limit for a smooth interface, would change the design. A soft or poorly bonded layer can instead lower h and change its temperature dependence, so a larger resistance should be tried as well. Both values of A refer to arriving-phonon temperatures. If the model's nodes stand for local temperatures beside the interface, the diffuse value has to be roughly doubled. The increase by half does not carry over to that definition, because the factor of section 5 depends on the transmissions and is not in general 1/2 for a welded joint. There it has to be averaged over energy density, branch by branch and angle by angle; the mean transmissions t₁ and t₂ do not give it. The numerical output below gives the values with more digits.

Calculated quantities

```
INPUTS (rough typical values)
silicon speeds L, T: 9000, 5300 m/s
sapphire speeds L, T: 10900, 6400 m/s
densities Si, sapphire: 2330, 3980 kg/m^3
Si C11, C12, C44: 166, 64, 80 GPa
Si lattice constant: 0.543 nm
Si transverse zone-edge frequency: 4.5 THz
temperature: 4.0 K; film: 100 nm
heat flux: 1.0 mW/mm^2
CHECKS
Bose integral of x^3: 6.493939
Bose integral of conductance kernel: 25.975758
largest box-sum relative error: 3.7e-04
box-sum temperature exponent: 2.9998
exponent if transmission ~ frequency^2: 5.0000
random-scattering transmission Si to sapphire: 0.4033
random-scattering local gap fraction: 0.5012
welded-interface energy defect: 6.2e-15
DIFFUSE MISMATCH RESULT
prefactor pi^2 k^4/(30 hbar^3): 1.0193e+10 W/(s^2 K^4)
S silicon: 8.3545e-08 s^2/m^2
S sapphire: 5.7245e-08 s^2/m^2
L share of silicon S: 14.8 %
one-T to L weight ratio in silicon: 2.884
transmission Si to sapphire: 0.4066
transmission sapphire to Si: 0.5934
h/T^3: 346.2 W/(m^2 K^4)
h at 4 K: 2.2159e+04 W/(m^2 K)
resistance at 4 K: 45.13 K mm^2/W
temperature difference, linear: 45.13 mK
temperature difference, full T^4 law: 44.38 mK
NEGLECTED EFFECTS
local jump / arriving-phonon difference: 0.500
h from local jump at 4 K: 4.4318e+04 W/(m^2 K)
welded specular mean transmission from Si: 0.5967
welded specular h at 4 K: 3.2520e+04 W/(m^2 K)
welded / diffuse h: 1.468
anisotropic S silicon (001): 7.9924e-08 s^2/m^2
change of h from Si anisotropy: -1.8 %
Si transverse dispersion at 4 K: +0.33 %
Si transverse dispersion at 10 K: +2.16 %
Si transverse dispersion at 20 K: +8.50 %
transverse Debye cutoff temperature: 461 K
cutoff removes 5 % at: 51.1 K
peak of conductance kernel, hbar w/(k T): 3.830
dominant transverse wavelength in Si: 16.6 nm
film thickness / wavelength: 6.0
```
